# The symmetrized RPA dielectric matrix at imaginary frequency: positivity and high-frequency decay: test program

```python
"""
Result under test: for a time-reversal-symmetric ground state, the matrix
    eps(i w) = 1 + K(w),   K = -v^(1/2) P(i w) v^(1/2),
is Hermitian, has all eigenvalues >= 1, and each eigenvalue tends to 1 as w^-2.
P: independent-particle polarizability (both spins); v: Coulomb interaction;
W: limit of w^2 K(w), fixed by the electron density n; w: imaginary frequency.
Main model: box with a potential along x only, fields varying along x.
Controls: ring with magnetic flux (no time reversal), dimer in an excited state.
The box is treated in atomic units, the ring and the dimer in eV.
"""
import numpy as np
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10


def polarizability_from_green(H, mu, omega, nodes=800):
    """P = 2 int dw'/(2 pi) G G, with G from matrix inversion on the imaginary axis."""
    distance = np.abs(np.linalg.eigvalsh(H) - mu)
    scale = np.hypot(np.sqrt(distance.min() * distance.max()), omega / 2)
    one = np.eye(len(H))
    total = np.zeros(H.shape, dtype=complex)
    for theta in -np.pi / 2 + (np.arange(nodes) + 0.5) * np.pi / nodes:
        w = scale * np.tan(theta)
        upper = np.linalg.inv((mu + 1j * (w + omega / 2)) * one - H)
        lower = np.linalg.inv((mu + 1j * (w - omega / 2)) * one - H)
        total += upper * lower.T * scale / np.cos(theta) ** 2
    return total / nodes


def square_root(v):
    values, vectors = np.linalg.eigh(v)
    assert values.min() > 0
    return (vectors * np.sqrt(values)) @ vectors.T


# ---------------------------------------------------------------- box model
length_A, side_A, depth_eV, n_occ = 8.0, 4.0, 5.0, 2
L, side, depth = length_A / BOHR, side_A / BOHR, depth_eV / HARTREE
volume = L * side**2
n_grid, field_cut = 61, 15
x = np.arange(n_grid) * L / n_grid
m_all = np.arange(-(n_grid // 2), n_grid // 2 + 1)
waves = np.exp(2j * np.pi * np.outer(x, m_all) / L) / np.sqrt(n_grid)
G_all = 2 * np.pi * m_all / L
kinetic = ((waves * (G_all**2 / 2)) @ waves.conj().T).real
H = kinetic + np.diag(-depth * np.cos(2 * np.pi * x / L))
energy, orbital = np.linalg.eigh(H)
transverse = (2 * np.pi / side) ** 2 / 2
assert energy[n_occ - 1] < energy[0] + transverse   # the occupation is the ground state

# pair densities, gaps, and their Coulomb-weighted plane-wave components
pairs = (orbital[:, :n_occ, None] * orbital[:, None, n_occ:]).reshape(n_grid, -1)
gap = (energy[None, n_occ:] - energy[:n_occ, None]).ravel()
chosen = (m_all != 0) & (np.abs(m_all) <= field_cut)
m_field, G_field = m_all[chosen], G_all[chosen]
root_v = waves[:, chosen] * np.sqrt(4 * np.pi / G_field**2 * n_grid / volume)
b = root_v.conj().T @ pairs


def K_box(omega):
    return (b * (4 * gap / (gap**2 + omega**2))) @ b.conj().T


# sum over pairs against the Green-function definition; Hermiticity and bound
omega_test = 10.0 / HARTREE
mu = (energy[n_occ - 1] + energy[n_occ]) / 2
P_green = polarizability_from_green(H, mu, omega_test)
K_green = -root_v.conj().T @ P_green @ root_v
green_error = np.abs(K_green - K_box(omega_test)).max()
hermitian_error = np.abs(K_green - K_green.conj().T).max()
lowest_green = np.linalg.eigvalsh((K_green + K_green.conj().T) / 2).min()
assert green_error < 1e-8 and hermitian_error < 1e-8
assert lowest_green > -1e-8

# high-frequency matrix: pair sum against the density alone
density = 2 * (orbital[:, :n_occ] ** 2).sum(axis=1) * n_grid / volume
n_fourier = np.exp(-2j * np.pi * np.outer(m_all, x) / L) @ density / n_grid


def W_from_density(cut):
    m = np.array([k for k in range(-cut, cut + 1) if k != 0])
    difference = m[:, None] - m[None, :]
    inside = np.abs(difference) <= n_grid // 2
    index = np.where(inside, difference + n_grid // 2, 0)
    coefficient = np.where(inside, n_fourier[index], 0)
    return 4 * np.pi * np.sign(m)[:, None] * np.sign(m)[None, :] * coefficient


W_pairs = (b * (4 * gap)) @ b.conj().T
W = W_from_density(field_cut)
sum_rule_error = np.abs(W_pairs - W).max() / np.abs(W).max()
assert sum_rule_error < 1e-8
x_fine = np.linspace(0, L, 4001)
n_fine = (np.exp(2j * np.pi * np.outer(x_fine, m_all) / L) @ n_fourier).real
n_max, n_mean = n_fine.max(), 2 * n_occ / volume
plasma_max = 4 * np.pi * n_max
w_limits = np.linalg.eigvalsh(W)
assert w_limits.min() > 0 and w_limits.max() <= plasma_max * (1 + 1e-8)

# frequency table, monotonicity and plasma bound
frequencies_eV = [0.0, 5.0, 10.0, 30.0, 100.0, 1000.0, 10000.0, 20000.0]
table, previous = [], None
for f_eV in frequencies_eV:
    omega = f_eV / HARTREE
    K = K_box(omega)
    values = np.linalg.eigvalsh(K)
    assert values.min() > -1e-13
    if omega > 0:
        assert values.max() <= plasma_max / omega**2
        old_omega, old_K = previous
        assert np.linalg.eigvalsh(old_K - K).min() > -1e-12
        growth = omega**2 * K - old_omega**2 * old_K
        assert np.linalg.eigvalsh(growth).min() > -1e-10
    table.append((f_eV, values.max(), values.min(), f_eV**2 * values.max()))
    previous = (omega, K)
exponent = np.log(table[-1][1] / table[-2][1]) / np.log(table[-1][0] / table[-2][0])
assert abs(exponent + 2) < 0.01

# every eigenvalue in the finite field basis reaches its own w^-2 coefficient
omega_high = 1e5 / HARTREE
ratio = omega_high**2 * np.linalg.eigvalsh(K_box(omega_high)) / w_limits
assert ratio.max() < 1 + 1e-8
assert ratio.min() > 1 / (1 + (gap.max() / omega_high) ** 2) - 1e-8

# larger field bases: the leading coefficients approach the largest 4 pi n
cutoffs = [15, 60, 240]
leading = [np.linalg.eigvalsh(W_from_density(c))[::-1][:3] / plasma_max for c in cutoffs]
assert np.all(leading[-1] > 0.99) and np.all(leading[-1] < 1 + 1e-8)
assert np.all(leading[1] > leading[0]) and np.all(leading[2] > leading[1])

# short waves are late: diagonal excess against the free-electron estimate
omega_wave = 100.0 / HARTREE
recoil = G_field[-1] ** 2 / 2
excess_short = K_box(omega_wave)[-1, -1].real
excess_free = 4 * np.pi * n_mean / (omega_wave**2 + recoil**2)
fraction_short = omega_wave**2 * excess_short / W[-1, -1].real
fraction_long = (omega_wave**2 * K_box(omega_wave)[field_cut, field_cut].real
                 / W[field_cut, field_cut].real)
assert abs(excess_short / excess_free - 1) < 0.10
assert fraction_short < 0.1 and fraction_long > 0.9

# ------------------------------------------- ring with flux: no time reversal
t, U, V, phase = 2.0, 10.0, 4.0, np.pi / 12
ring = np.zeros((3, 3), dtype=complex)
for r in range(3):
    ring[(r + 1) % 3, r] = -t * np.exp(1j * phase)
    ring[r, (r + 1) % 3] = -t * np.exp(-1j * phase)
k_values = np.array([0.0, 2 * np.pi / 3, -2 * np.pi / 3])
band = -2 * t * np.cos(k_values - phase)
gap_plus, gap_minus = band[1] - band[0], band[2] - band[0]
mu_ring = (band[0] + min(band[1], band[2])) / 2
root_ring = square_root((U - V) * np.eye(3) + V * np.ones((3, 3)))


def ring_dielectric(omega):
    P = polarizability_from_green(ring, mu_ring, omega)
    return np.eye(3) - root_ring @ P @ root_ring


def ring_formula(omega):
    return 1 + 2 / 3 * (U - V) * (1 / (gap_plus - 1j * omega) + 1 / (gap_minus + 1j * omega))


omega_ring = 5.0
eps_ring = ring_dielectric(omega_ring)
eig_ring = np.linalg.eigvals(eps_ring)
lam_ring = eig_ring[np.argmax(eig_ring.imag)]
lam_formula = ring_formula(omega_ring)
assert abs(lam_ring.real - lam_formula.real) < 1e-8
assert abs(lam_ring.imag - abs(lam_formula.imag)) < 1e-8
assert lam_ring.imag > 0.01
ring_lowest = np.linalg.eigvalsh((eps_ring + eps_ring.conj().T) / 2).min()
assert ring_lowest > 1 - 1e-8 and eig_ring.real.min() > 1 - 1e-8
ring_high = 100.0
imag_scaled = ring_high**3 * np.linalg.eigvals(ring_dielectric(ring_high)).imag.max()
imag_limit = 2 / 3 * (U - V) * abs(gap_minus**2 - gap_plus**2)
assert abs(imag_scaled / imag_limit - 1) < 0.02

# ---------------------------- dimer: static response by finite differences
root_dimer = square_root(np.array([[U, V], [V, U]]))


def dimer_eigenvalues(occupied, step=1e-4):
    P = np.zeros((2, 2))
    for site in range(2):
        for sign in (1, -1):
            h = np.array([[0.0, -t], [-t, 0.0]])
            h[site, site] += sign * step
            vector = np.linalg.eigh(h)[1][:, occupied]
            P[:, site] += sign * 2 * vector**2 / (2 * step)
    eps = np.eye(2) - root_dimer @ P @ root_dimer
    return np.linalg.eigvalsh((eps + eps.T) / 2)


dimer_ground, dimer_excited = dimer_eigenvalues(0), dimer_eigenvalues(1)
assert abs(dimer_ground.max() - (1 + (U - V) / t)) < 1e-5
assert abs(dimer_excited.min() - (1 - (U - V) / t)) < 1e-5
assert dimer_ground.min() > 1 - 1e-5 and dimer_excited.min() < 1

# ------------------------------------------------------------------ output
print(f"box: length {length_A:.1f} A, sides {side_A:.1f} A, {2 * n_occ} electrons")
print(f"potential amplitude {depth_eV:.1f} eV; grid {n_grid}; fields |m| <= {field_cut}")
print("lowest three orbital energies (eV):", np.round(energy[:3] * HARTREE, 3))
print(f"gap {(energy[n_occ] - energy[n_occ - 1]) * HARTREE:.3f} eV")
print(f"first transverse excitation {transverse * HARTREE:.3f} eV")
print(f"mean density {n_mean / BOHR**3:.5f} A^-3, maximum {n_max / BOHR**3:.5f} A^-3")
print(f"plasma energy at mean density {np.sqrt(4 * np.pi * n_mean) * HARTREE:.3f} eV")
print(f"plasma energy at maximum density {np.sqrt(plasma_max) * HARTREE:.3f} eV")
print(f"bound 4 pi n_max = {plasma_max * HARTREE**2:.3f} eV^2")
print(f"limit of w^2(lambda_max-1), |m| <= 15: {w_limits.max() * HARTREE**2:.3f} eV^2")
print("w (eV) | lambda_max-1 | lambda_min-1 | w^2(lambda_max-1) (eV^2)")
for f_eV, top, bottom, scaled in table:
    print(f"{f_eV:8.0f} | {top:.5e} | {bottom:.5e} | {scaled:.3f}")
print(f"exponent between the last two frequencies: {exponent:.5f}")
print(f"w = 1e5 eV, w^2(lambda-1)/limit, all: {ratio.min():.6f} to {ratio.max():.6f}")
print("three largest limits / (4 pi n_max), by field cutoff:")
for c, values in zip(cutoffs, leading):
    print(f"  |m| <= {c}:", np.round(values, 5))
print(f"shortest wave: G^2/2 = {recoil * HARTREE:.2f} eV")
print(f"its diagonal excess at 100 eV: {excess_short:.4e}, free estimate {excess_free:.4e}")
print(f"fraction of w^-2 law at 100 eV: m=15 {fraction_short:.4f}, m=1 {fraction_long:.4f}")
print(f"Green-function check at 10 eV, largest error: {green_error:.1e}")
print(f"Hermiticity error at 10 eV: {hermitian_error:.1e}")
print(f"density sum rule, relative error: {sum_rule_error:.1e}")
print(f"ring and dimer: t = {t:.1f} eV, U = {U:.1f} eV, V = {V:.1f} eV")
print(f"ring phase per bond {phase:.5f} rad; gaps {gap_plus:.4f}, {gap_minus:.4f} eV")
print(f"ring at {omega_ring:.0f} eV: lambda = {lam_ring.real:.5f} +/- {lam_ring.imag:.5f} i")
print(f"ring: lowest eigenvalue of the Hermitian part {ring_lowest:.6f}")
print(f"ring: w^3 Im lambda at {ring_high:.0f} eV {imag_scaled:.3f}, limit {imag_limit:.3f} eV^3")
print("dimer static eigenvalues, ground state:", np.round(dimer_ground, 4))
print("dimer static eigenvalues, excited state:", np.round(dimer_excited, 4))
print("done: every assertion held")
```

Printed output:

```
box: length 8.0 A, sides 4.0 A, 4 electrons
potential amplitude 5.0 eV; grid 61; fields |m| <= 15
lowest three orbital energies (eV): [-2.739  1.523  4.116]
gap 2.593 eV
first transverse excitation 9.401 eV
mean density 0.03125 A^-3, maximum 0.06192 A^-3
plasma energy at mean density 6.564 eV
plasma energy at maximum density 9.240 eV
bound 4 pi n_max = 85.385 eV^2
limit of w^2(lambda_max-1), |m| <= 15: 84.760 eV^2
w (eV) | lambda_max-1 | lambda_min-1 | w^2(lambda_max-1) (eV^2)
       0 | 2.04581e+00 | 1.06714e-05 | 0.000
       5 | 6.63612e-01 | 1.05376e-05 | 16.590
      10 | 3.50380e-01 | 1.02584e-05 | 35.038
      30 | 7.08442e-02 | 9.06392e-06 | 63.760
     100 | 7.84252e-03 | 6.23070e-06 | 78.425
    1000 | 8.39922e-05 | 4.75331e-07 | 83.992
   10000 | 8.47454e-07 | 5.21642e-09 | 84.745
   20000 | 2.11890e-07 | 1.30507e-09 | 84.756
exponent between the last two frequencies: -1.99982
w = 1e5 eV, w^2(lambda-1)/limit, all: 0.999990 to 0.999998
three largest limits / (4 pi n_max), by field cutoff:
  |m| <= 15: [0.99268 0.97637 0.97564]
  |m| <= 60: [0.9995  0.998   0.99794]
  |m| <= 240: [0.99997 0.99987 0.99987]
shortest wave: G^2/2 = 528.79 eV
its diagonal excess at 100 eV: 1.5074e-04, free estimate 1.4878e-04
fraction of w^-2 law at 100 eV: m=15 0.0350, m=1 0.9925
Green-function check at 10 eV, largest error: 7.4e-15
Hermiticity error at 10 eV: 2.1e-16
density sum rule, relative error: 3.1e-14
ring and dimer: t = 2.0 eV, U = 10.0 eV, V = 4.0 eV
ring phase per bond 0.26180 rad; gaps 4.8990, 6.6921 eV
ring at 5 eV: lambda = 1.78350 +/- 0.12157 i
ring: lowest eigenvalue of the Hermitian part 1.000000
ring: w^3 Im lambda at 100 eV 82.570, limit 83.138 eV^3
dimer static eigenvalues, ground state: [1. 4.]
dimer static eigenvalues, excited state: [-2.  1.]
done: every assertion held
```
